\section*{Why D3 zero damping repels at short range and Becke-Johnson damping does not}

\section{What goes wrong at contact}

Suppose that two hydrocarbon groups, one on a particle and one on a surface, are pressed to a carbon-carbon distance of 0.30 nm, and that the dispersion part of the force is read from a DFT-D3 calculation. For the model pair treated below, zero damping gives a push of 7.4 pN, and Becke-Johnson (BJ) damping gives a pull of 5.2 pN. Both corrections represent the same attraction, and both energies are negative at this distance. In a full D3 calculation the C--H and H--H pairs add their own forces, which can outweigh the push of the carbon pair. Anyone who takes the push for a physical dispersion force will misread what holds the contact together. If the summed dispersion force is still a push at the optimized distance, the contact is slightly longer than it would be without the correction.

The push comes from the damping function. Zero damping forces the energy to vanish at zero distance. An energy that is zero at both ends of the distance axis and negative in between must rise again on the inner side, and a rise towards short distance is a repulsion. BJ damping lets the energy level off at a negative value, so no rise is needed.

\section{The two energies}

For one pair of atoms at distance $r$, write the dispersion energy as
\begin{equation}
E(r)=-\sum_{n=6,8}s_nC_n\,r^{-n}D_n(r),\qquad F=-\frac{dE}{dr}.
\label{eq:E}
\end{equation}
A positive $F$ is repulsive. The damping factor $D_n$ tends to 1 at large $r$. The coefficients $C_6,C_8>0$ are held fixed until Section~\ref{sec:cn}, and the scale factors obey $s_6>0$, $s_8\ge0$. If a parametrization has $s_8<0$, the term-by-term sign arguments below do not cover it.

The two choices of damping are
\begin{align}
D_n^{\rm zero}&=\frac{1}{1+6(a_n/r)^{\alpha_n}},\qquad \alpha_6=14,\ \alpha_8=16,\label{eq:zero}\\
D_n^{\rm BJ}&=\frac{r^n}{r^n+f^n},\qquad f=a_1\sqrt{C_8/C_6}+a_2 .\label{eq:bj}
\end{align}
Here $a_n=s_{r,n}R_0$ is a scaled cutoff radius of the pair. With \eqref{eq:bj}, each term of the energy becomes $-s_nC_n/(r^n+f^n)$.

\section{Why the sign differs}

\subsection{A criterion for repulsion}

Take one term, $E_n=-s_nC_nr^{-n}D_n$. The product rule gives
\begin{equation}
\frac{dE_n}{dr}=-s_nC_n\left(-n\,r^{-n-1}D_n+r^{-n}\frac{dD_n}{dr}\right).
\end{equation}
Since $dD_n/dr=(D_n/r)\,d\ln D_n/d\ln r$, the common factor can be taken out:
\begin{equation}
F_n=-\frac{dE_n}{dr}=\frac{|E_n|}{r}\left(\frac{d\ln D_n}{d\ln r}-n\right).
\label{eq:crit}
\end{equation}
The prefactor is positive, so the bracket decides the sign. Two tendencies compete as the atoms approach: $r^{-n}$ grows, and the damping factor falls. The term is repulsive where the damping factor falls faster than $r^{-n}$ grows.

\subsection{Zero damping}

Put $u=6(a_n/r)^{\alpha_n}$, so that $D_n=1/(1+u)$ and $du/d\ln r=-\alpha_nu$. Then
\begin{equation}
\frac{d\ln D_n}{d\ln r}=-\frac{1}{1+u}\frac{du}{d\ln r}=\alpha_n\frac{u}{1+u}.
\label{eq:slopezero}
\end{equation}
This slope rises from 0 at large $r$ to $\alpha_n$ at small $r$. Because $\alpha_n>n$, it must pass through $n$. Setting it equal to $n$ gives $\alpha_nu=n+nu$, hence $u=n/(\alpha_n-n)$, and the turning point is
\begin{equation}
r_n^*=a_n\left[\frac{6(\alpha_n-n)}{n}\right]^{1/\alpha_n}.
\label{eq:turn}
\end{equation}
For $n=6$ this is $8^{1/14}a_6=1.160\,a_6$, and for $n=8$ it is $6^{1/16}a_8=1.118\,a_8$. Each term is repulsive inside its own turning point and attractive outside it. The sum is therefore repulsive below the smaller of the two, attractive above the larger, and passes through zero force between them.

Close to the origin, $u\gg1$ and $D_n\approx r^{\alpha_n}/(6a_n^{\alpha_n})$. Both terms then vary as $r^8$, because $14-6=16-8=8$:
\begin{equation}
E\approx-Kr^8,\qquad F\approx8Kr^7,\qquad K=\sum_n\frac{s_nC_n}{6a_n^{\alpha_n}}.
\end{equation}
For a single term the repulsion is thus confined to a shell: it vanishes at the origin and at the energy minimum, and has its peak between them. The sum behaves the same way for the pair treated below, but when $a_6$ lies well outside $a_8$ and $s_8$ is small it can have two repulsive peaks or change sign more than once between the turning points.

\subsection{Becke-Johnson damping}

From \eqref{eq:bj}, $\ln D_n=n\ln r-\ln(r^n+f^n)$, so
\begin{equation}
\frac{d\ln D_n}{d\ln r}=n-\frac{nr^n}{r^n+f^n}=\frac{nf^n}{r^n+f^n}<n\qquad(r>0).
\end{equation}
The damping factor never falls fast enough to win. Inserting this in \eqref{eq:crit} and summing gives
\begin{equation}
F=-\sum_n\frac{n\,s_nC_n\,r^{n-1}}{(r^n+f^n)^2}<0 .
\label{eq:fbj}
\end{equation}
At the origin the energy and the leading force are
\begin{equation}
E(0)=-\frac{s_6C_6}{f^6}-\frac{s_8C_8}{f^8},\qquad F\approx-\frac{6s_6C_6}{f^{12}}\,r^5 .
\label{eq:limit}
\end{equation}
Two points of wording matter here. Both dampings give a finite energy at $r=0$; what distinguishes BJ is that its limit is not zero. And ``attractive'' does not mean strongly attractive at short distance, since the BJ force also dies out there.

\subsection{The same result from work}

The integral of the force over all distances is
\begin{equation}
\int_0^\infty F\,dr=E(0)-E(\infty)=E(0).
\label{eq:work}
\end{equation}
For zero damping it vanishes, so the outer attraction has to be cancelled by an equal amount of inner repulsion. This argument does not depend on the detailed shape of $D_n$. Any smooth damping that brings a negative energy back to zero at the origin produces repulsion somewhere. A different shape can move or spread the repulsion but cannot remove it. For BJ damping the integral is negative, and no cancellation is required.

\subsection{BJ damping as the marginal case}

The two forms belong to one family. Multiplying out the zero-damped term gives
\begin{equation}
\frac{r^{-n}}{1+6(a/r)^{\alpha}}=\frac{r^{\alpha-n}}{r^\alpha+6a^\alpha}.
\end{equation}
If $\alpha$ is lowered to $n$, the right side becomes $1/(r^n+6a^n)$. This is the BJ form with radius $6^{1/n}a$. At the same time the turning point \eqref{eq:turn} moves to the origin. For $n=6$ it lies at $(\alpha-6)^{1/\alpha}a$, which is $1.160a$ for $\alpha=14$, $1.000a$ for $\alpha=7$ and $0.686a$ for $\alpha=6.1$.

The steepness thus sorts the family into three cases. For $\alpha>n$ the energy returns to zero and there is a repulsive zone. For $\alpha=n$ the energy tends to a negative constant. For $0<\alpha<n$ it diverges as $-r^{\alpha-n}$, and the damping has failed in its purpose. The cause of the repulsion is the condition $\alpha>n$.

\section{Is a finite limit physically reasonable?}

The law $-C_6/r^6$ diverges because it treats the fluctuating dipoles as points. A simple model shows what happens when they are spread out. In atomic units, let each atom be an isotropic oscillator of polarizability $\alpha_p$ and frequency $\omega$, with its charge smeared into a Gaussian cloud. Two such clouds interact through the potential $\operatorname{erf}(r/\sigma)/r$, where $\sigma$ is their combined spread. The dipoles $p_A,p_B$ couple through the matrix $T$ of second derivatives of this potential.

Along a principal axis where $T$ has eigenvalue $t$, the potential energy is $(p_A^2+p_B^2)/(2\alpha_p)\pm t\,p_Ap_B$. In terms of $(p_A\pm p_B)/\sqrt2$ it separates into two oscillators with frequencies $\omega\sqrt{1\pm\alpha_pt}$. The change in zero-point energy, to second order in the coupling, is
\begin{equation}
\frac{\omega}{2}\left(\sqrt{1+\alpha_pt}+\sqrt{1-\alpha_pt}-2\right)\approx-\frac{\omega\alpha_p^2t^2}{8},
\end{equation}
because the linear terms cancel and each root contributes $-\alpha_p^2t^2/8$ to the bracket. Summing over the three axes gives $E=-\alpha_p^2\omega\,{\rm Tr}\,T^2/8$.

At large distance the eigenvalues are $2/r^3,-1/r^3,-1/r^3$, so ${\rm Tr}\,T^2=6/r^6$ and $C_6=\tfrac34\alpha_p^2\omega$. At short distance,
\begin{equation}
\frac{\operatorname{erf}(r/\sigma)}{r}=\frac{2}{\sqrt\pi\,\sigma}\left(1-\frac{r^2}{3\sigma^2}+\dots\right),
\end{equation}
and all three eigenvalues tend to $-4/(3\sqrt\pi\,\sigma^3)$. Then ${\rm Tr}\,T^2=16/(3\pi\sigma^6)$ and
\begin{equation}
E(0)=-\frac{2\alpha_p^2\omega}{3\pi\sigma^6}=-\frac{8}{9\pi}\frac{C_6}{\sigma^6}=-0.283\,\frac{C_6}{\sigma^6}.
\end{equation}
The limit is finite and negative, as in BJ damping. The coefficient holds for weak coupling, $\alpha_p\ll\sigma^3$; stronger coupling makes the limit deeper, until at $\alpha_p=\tfrac34\sqrt\pi\,\sigma^3\approx1.33\,\sigma^3$ a mode frequency falls to zero at $r=0$. Beyond that value the model is unstable at short distance and gives no finite limit. Real atoms need not be weakly coupled: the width often tied to the polarizability, $\sigma=\sqrt2\,(\sqrt{2/\pi}\,\alpha_p/3)^{1/3}$, puts the model at this edge, so $-0.283$ is not a value for real atoms. The normal-mode energy, computed for $\alpha_p=0.01\sigma^3$ at 80 distances from $0.05\sigma$ to $4\sigma$, rises steadily with distance, so the model force is attractive over that range.

The model supports the sign and the finite limit, not the BJ curve itself. A BJ term with $f=1.234\,\sigma$ has the same $E(0)$, but at $r=\sigma$ it gives $-0.221\,C_6/\sigma^6$ where the oscillators give $-0.061\,C_6/\sigma^6$. The model also leaves out exchange and the distortion of overlapping atoms.

Zero damping has a different aim. A density functional already describes part of the correlation between overlapping atoms, and switching the correction off there avoids counting it twice. The price is the artificial force. BJ damping keeps an energy at short range. Well inside the radius $f$ this energy is nearly constant, so that there it shifts energies while hardly pulling on the atoms; at distances near $f$ the pull is at its strongest. The fitted parameters have to absorb that shift.

\section{How large the effect is}

\subsection{A carbon-like pair}

The example uses round parameters in the rough regime of two saturated carbon atoms: $C_6=0.012$ meV\,nm$^6$, $C_8=0.001$ meV\,nm$^8$, $s_6=1$ and $s_8=0.75$. Zero damping has $R_0=0.29$ nm, $s_{r,6}=1.2$ and $s_{r,8}=1$, so $a_6=0.348$ nm and $a_8=0.290$ nm. BJ damping has $a_1=0.43$ and $a_2=0.235$ nm, so $f=0.43\times0.2887+0.235=0.359$ nm. The value of $s_8$ is held the same in both so that only the damping differs; in actual parametrizations it is fitted separately for each.

At $r=0.30$ nm the undamped terms are $C_6/r^6=16.46$ meV and $s_8C_8/r^8=11.43$ meV. For zero damping,
\begin{align}
u_6&=6(0.348/0.30)^{14}=47.93, & |E_6|&=16.46/48.93=0.336\ \text{meV},\\
u_8&=6(0.290/0.30)^{16}=3.488, & |E_8|&=11.43/4.488=2.547\ \text{meV}.
\end{align}
The logarithmic slopes \eqref{eq:slopezero} are 13.714 and 12.435, both above $n$. Equation \eqref{eq:crit} then gives
\begin{equation}
F=\frac{0.336\times7.714+2.547\times4.435}{0.30}\approx46.3\ \text{meV/nm}=7.42\ \text{pN},
\end{equation}
with 1 meV/nm $=0.1602$ pN. Most of the push comes from the $n=8$ term, because the $n=6$ energy is already largely switched off. The same distance in \eqref{eq:fbj} gives $-5.19$ pN.

\begin{center}
\begin{tabular}{ccccc}
$r$ & $E_{\rm zero}$ & $E_{\rm BJ}$ & $F_{\rm zero}$ & $F_{\rm BJ}$\\
(nm) & (meV) & (meV) & (pN) & (pN)\\ \hline
0.10 & $-0.001$ & $-8.301$ & $+0.01$ & $-0.03$\\
0.20 & $-0.141$ & $-8.117$ & $+0.90$ & $-0.91$\\
0.30 & $-2.883$ & $-6.366$ & $+7.42$ & $-5.19$\\
0.35 & $-3.568$ & $-4.507$ & $-2.43$ & $-6.27$\\
0.40 & $-2.686$ & $-2.727$ & $-3.02$ & $-4.85$\\
0.60 & $-0.301$ & $-0.290$ & $-0.50$ & $-0.47$
\end{tabular}
\end{center}

The turning points are $r_6^*=0.404$ nm and $r_8^*=0.324$ nm. The summed force vanishes between them, at 0.333 nm, where the energy is $-3.72$ meV; a scan from 0.02 to 2 nm finds no other sign change. The repulsion peaks at 7.9 pN near 0.291 nm. The BJ attraction is strongest near 0.344 nm, at 6.3 pN, and its energy tends to $-5.59-2.71=-8.30$ meV ($-0.80$ kJ/mol) at the origin.

Equation \eqref{eq:work} can be read from these numbers. Moving inward from the minimum to the origin costs 3.72 meV with zero damping, which is what the approach from infinity released. With BJ damping the approach releases 8.30 meV and nothing is paid back. At 1.0 nm both dampings give $-0.0127$ meV, so for this pair the choice matters at contact and hardly at all at large separation.

\subsection{Beside a real contact}

When two methane molecules are pressed well inside their equilibrium distance, the dispersion force of one carbon pair is small beside the repulsion between the molecules. A counterpoise-corrected Hartree-Fock calculation in the 6-31G** basis, for rigid molecules with C--H bonds of 0.109 nm and three staggered hydrogens facing three, gives an interaction energy of about $+185$ meV and a repulsion of about 1000 pN at a C--C distance of 0.30 nm. That is more than a hundred times the zero-damped push of the model pair. In the larger def2-TZVP basis the energy is about 3 meV higher and the force changes by less than 1\%. The comparison sets a whole molecule beside one atom pair, in one orientation and a modest basis, and Hartree-Fock theory contains no dispersion. It still shows the scale: adding the force of the model pair leaves the sum repulsive with either damping, and the artifact of that pair is hidden beneath a much larger force.

The pair sum also omits three-body dispersion. For an equilateral triangle of side 0.40 nm, the undamped triple-dipole energy is $C_9(1+3\cos^3 60^\circ)/r^9=\tfrac{11}{8}C_9/r^9$. With the estimate $C_9=C_6^{3/2}$ in atomic units ($C_6=20.1$) it is $+0.042$ meV, or 0.5\% of the magnitude of the three BJ pair energies, $-8.18$ meV. A dense solid has many more triangles per atom, so this percentage should not be carried over to it. In a wet process the liquid between the surfaces also changes the net attraction, and that effect is not included here.

\section{When BJ damping can repel}
\label{sec:cn}

In the full D3 method the coefficients depend on the coordination numbers of the atoms, which change as a contact turns into a bond. Let both coefficients be multiplied by $w(r)$. Their ratio, and hence $f$, stays the same, and the energy is $wE_{\rm BJ}$, so
\begin{equation}
F=wF_{\rm BJ}-w'E_{\rm BJ}.
\end{equation}
If the coefficients fall as the atoms approach, $w'>0$. Since $E_{\rm BJ}<0$, the second term is repulsive.

As an illustration take $w=1-0.30N$, a fall of 30\% on bonding, with the D3 counting function, in which $R_{\rm cov}$ is the sum of the two covalent radii,
\begin{equation}
N(r)=\frac{1}{1+\exp\left[-16\left(\tfrac43R_{\rm cov}/r-1\right)\right]},\qquad R_{\rm cov}=0.15\ \text{nm}.
\end{equation}
At 0.20 nm the exponent is zero and $N=0.5$, so $w=0.85$. The derivative is $N'=-N(1-N)\times16\times0.20/r^2=-20$ nm$^{-1}$, which gives $w'=6$ nm$^{-1}$. Therefore
\begin{equation}
F=0.85\times(-0.914)+6\times8.117\times0.1602\approx+7.0\ \text{pN}.
\end{equation}
The BJ correction now repels. At 0.30 nm, where $N=0.005$, the same effect weakens the attraction by only 1.1\%. The statement that BJ damping stays attractive therefore holds at fixed coefficients. In this example that is a good approximation at nonbonded contact and a poor one at a forming bond. The linear $w$ is a model: D3 interpolates the coefficients with Gaussian weights between reference coordination numbers, which changes both numbers above. A fall of about 30\% belongs to carbons going from three to four neighbours; for carbons that already have four, the coefficients hardly change and the pair force stays attractive.

\section{What to do about it}

\textbf{Locate the contact relative to the turning points.} Equation \eqref{eq:turn} needs only the cutoff radii and the steepness. If the close pairs lie well outside the larger $r_n^*$, zero damping is attractive for all of them. A pair inside the smaller one has a force of the wrong sign for a dispersion attraction, although the sum over all pairs may still be attractive.

\textbf{Estimate the shift in geometry.} Suppose that the rest of the energy is the same for both dampings and that the contact has stiffness $k$ along $r$. To first order the equilibrium distances differ by
\begin{equation}
r_{\rm zero}-r_{\rm BJ}\approx\frac{F_{\rm zero}-F_{\rm BJ}}{k},
\end{equation}
where each $F$ is the sum, over all pairs whose distance changes, of the force components along the motion. At 0.30 nm one model pair contributes $7.4+5.2=12.6$ pN. Stiff contacts barely respond, and soft ones respond more. The estimate is reliable only if the shift is much smaller than the few hundredths of a nanometre over which the damped forces change. For a softer contact, find the equilibrium distance separately with each damping.

\textbf{Consider BJ damping when close pairs lie inside the turning points} and parameters fitted for the chosen functional exist. It removes the pair repulsion at fixed coefficients; whether it also gives the more accurate geometry is not tested here and depends on the functional, and near an unstrained equilibrium distance the summed forces of the two dampings can be close. Keep each parameter set with its own damping. At 0.35 nm, changing the damping alone moves the model pair energy from $-3.57$ to $-4.51$ meV, a difference that a fit would have to absorb.

\textbf{Interpret the total force.} A split into ``functional'' and ``dispersion'' depends on the damping, and at short range even the sign of the force from the second part can. For adhesion, compare total energies or total forces. If the dispersion part is quoted at all, state the damping with it.

\section*{Computed values}
\begin{verbatim}
C6 = 0.012 meV nm^6 = 20.1 hartree bohr^6; C8 = 0.001 meV nm^8
s6 = 1.0, s8 = 0.75 (both dampings)
zero damping: R0 = 0.29 nm, s_r6 = 1.2, s_r8 = 1.0
zero damping radii: a6 = 0.348 nm, a8 = 0.290 nm
BJ: a1 = 0.43, a2 = 0.235 nm, sqrt(C8/C6) = 0.2887 nm
BJ damping radius f = 0.3591 nm
turning point / a6, n=6, alpha=14: 1.1601
turning point / a8, n=8, alpha=16: 1.1185
turning point / a6, n=6, alpha=7: 1.0000
turning point / a6, n=6, alpha=6.1: 0.6856
turning points: n=6 0.4037 nm, n=8 0.3244 nm
zero damping, summed: minimum at 0.3330 nm
zero damping, energy at minimum: -3.720 meV
zero damping, peak repulsion: 7.88 pN at 0.2907 nm
BJ, strongest attraction: -6.29 pN at 0.3440 nm
BJ energy at r = 0: -8.304 meV = -0.801 kJ/mol
BJ r = 0 parts: n=6 -5.593 meV, n=8 -2.710 meV
work over all r: zero 0.000 meV, BJ -8.304 meV
r (nm) | E zero, E BJ (meV) | F zero, F BJ (pN)
0.10 | -0.0006, -8.3011 | 0.0071, -0.0263
0.20 | -0.1412, -8.1169 | 0.9043, -0.9140
0.25 | -0.8303, -7.5907 | 4.1382, -2.6612
0.30 | -2.8835, -6.3657 | 7.4188, -5.1869
0.35 | -3.5682, -4.5066 | -2.4329, -6.2732
0.40 | -2.6860, -2.7273 | -3.0200, -4.8453
0.60 | -0.3011, -0.2898 | -0.5035, -0.4690
1.00 | -0.0127, -0.0127 | -0.0125, -0.0124
oscillators, E(0) in C6/spread^6: -0.2829
oscillators, E(r=spread) in C6/spread^6: -0.0610
BJ radius giving the same E(0), in spreads: 1.234
that BJ form at r=spread, in C6/spread^6: -0.2205
CH4 pair: C-H 0.109 nm, C-C 0.30 nm, HF/6-31G**
CH4 pair HF interaction energy: 185.7 meV
CH4 pair HF force: 1015.8 pN
HF force / zero-damping pair repulsion: 136.9
triangle side 0.40 nm: three-body 0.0418 meV, three BJ pairs -8.182 meV
three-body / pair energy, magnitude: 0.51 %
coefficient fall on bonding 30 %, covalent radius sum 0.15 nm
bond count: 0.0048 at 0.30 nm, 0.5000 at 0.20 nm
BJ force change from it at 0.30 nm: -1.15 %
BJ force with it at 0.20 nm: 7.026 pN
\end{verbatim}
